\section*{Dropping equation-of-motion operators in relativistic corrections to bound-state energies, part 2}

When may an operator proportional to the lowest-order equation of motion be dropped from a bound-state calculation? Hartree units are used, with $m=1$ and $\epsilon=1/c^2=5.325135\times10^{-5}$. A particle moves in a static $V(\mathbf r)$, with $H_0=\tfrac12p^2+V$, $W=i\partial_t-H_0$ and $X=i\partial_t-V$. Expectation values $\langle\cdot\rangle$ are in a normalized eigenstate $\phi_0$ of $H_0$ with energy $E_0$.

The kernel $M=W-\epsilon U+\epsilon\{O,W\}$, with $O,U$ static and Hermitian, becomes $M(E)=ES-K$ for $i\partial_t\to E$, where $S=1+2\epsilon O$ and $K=H_0+\epsilon U+\epsilon\{O,H_0\}$. If $S>0$, the exact map $\psi=S^{-1/2}\phi$ removes $\{O,W\}$; to first order $\psi=(1-\epsilon O)\phi$. Deleting $\{O,W\}$ instead gives $E_{\rm kept}-E_{\rm deleted}=\epsilon^2\langle H_2\rangle+O(\epsilon^3)$, with
\begin{equation}
H_2=\tfrac12[O,[O,H_0]]-\{O,U\}.\label{H2}
\end{equation}
If $O\phi_0$ is square integrable,
\begin{equation}
\langle\{O,E_0-H_0\}\rangle=\langle O\phi_0|(E_0-H_0)\phi_0\rangle+\text{c.c.}=0.\label{first}
\end{equation}
For a function $f(\mathbf r)$,
\begin{equation}
\tfrac12[f,[f,H_0]]=-\tfrac12|\nabla f|^2.\label{grad}
\end{equation}

The Dirac Lagrangian density, with upper components $\psi$ and lower components $\chi$, is
\[
\psi^\dagger X\psi+\chi^\dagger(X+2c^2)\chi-c\,(\psi^\dagger\boldsymbol\sigma\cdot\mathbf p\,\chi+\chi^\dagger\boldsymbol\sigma\cdot\mathbf p\,\psi).
\]
Eliminating $\chi$ gives form A, $M_A=W+\tfrac{\epsilon}{4}\,\boldsymbol\sigma\cdot\mathbf p\,X\,\boldsymbol\sigma\cdot\mathbf p$, which has $O=p^2/8$ and $U=U_B$. Form B is $H_0+\epsilon U_B$, with
\[
U_B=-\tfrac18p^4+\tfrac18\nabla^2V+\tfrac14\boldsymbol\sigma\cdot(\nabla V\times\mathbf p).
\]

For the Darwin term alone, the local form L is $M_L=W-\epsilon\nabla^2V/8$ and the global form G is $M_G=W-\epsilon U_G=M_L+\epsilon\{V/4,W\}$, so $O=V/4$, $U=\nabla^2V/8$ and $S=1+\epsilon V/2$:
\begin{equation}
\tfrac18\nabla^2V=U_G+\{V/4,W\},\qquad U_G=\tfrac14\mathbf p\cdot V\mathbf p-\tfrac12V(i\partial_t-V),\label{LG}
\end{equation}
\begin{equation}
E_G-E_L=\epsilon^2\Big\langle-\tfrac1{32}|\nabla V|^2-\tfrac1{16}V\nabla^2V\Big\rangle+O(\epsilon^3).\label{GL}
\end{equation}

For central $V$ and radial function $u(r)/r$, $\kappa=-(l+1)$ for $j=l+\tfrac12$ and $\kappa=l$ for $j=l-\tfrac12$. Then $\nabla V\times\mathbf p=(V'/r)\mathbf L$, $\boldsymbol\sigma\cdot\mathbf L=-(\kappa+1)$, and
\begin{align*}
\langle\boldsymbol\sigma\cdot\mathbf p\,f\,\boldsymbol\sigma\cdot\mathbf p\rangle&=\int f\,(u'+\kappa u/r)^2dr,\\
\langle\mathbf p\cdot f\mathbf p\rangle&=\int f\,[(u'-u/r)^2+l(l+1)u^2/r^2]\,dr.
\end{align*}

\section{Entry 5: point Coulomb potential}

Take $V=-Z/r$, $\nabla^2V=4\pi Z\delta^3(\mathbf r)$. Only first order is claimed here.

\paragraph{The 1s state by hand.} With $u=2Z^{3/2}re^{-Zr}$ and $\int_0^\infty r^ke^{-br}dr=k!/b^{k+1}$ one finds $\langle r^{-1}\rangle=Z$ and $\langle r^{-2}\rangle=2Z^2$. Also $u'-u/r=-Zu$, $-u''=(-Z^2+2Z/r)u$, $E_0=-Z^2/2$ and $|\phi_0(0)|^2=Z^3/\pi$. Both $V\phi_0$ and $p^2\phi_0$ behave as $1/r$ and are square integrable, so \eqref{first} applies. Products are read symmetrically, $\langle p^4\rangle=\|p^2\phi_0\|^2$; acting with $p^2$ twice to the right would produce a delta function from the $1/r$, which a pointwise derivative misses.
\begin{align}
\text{local: }&\tfrac18\,4\pi Z\,Z^3/\pi=\tfrac12Z^4,\\
\tfrac14\langle\mathbf p\cdot V\mathbf p\rangle&=\tfrac14Z^2(-Z\cdot Z)=-\tfrac14Z^4,\\
-\tfrac12\langle V(E_0-V)\rangle&=-\tfrac12\big(\tfrac12Z^4-2Z^4\big)=\tfrac34Z^4 .
\end{align}
The global form gives $-\tfrac14Z^4+\tfrac34Z^4=\tfrac12Z^4$, equal to the local one. For form B, $\langle p^4\rangle=Z^4-4Z^3\cdot Z+4Z^2\cdot2Z^2=5Z^4$, so $\langle U_B\rangle=-\tfrac58Z^4+\tfrac12Z^4=-\tfrac18Z^4$. For form A with $\kappa=-1$ the coefficient is $-\tfrac14Z^2\langle E_0-V\rangle=-\tfrac14Z^2(-\tfrac12Z^2+Z^2)=-\tfrac18Z^4$.

The Dirac value follows from the radial equations $c(g'+\kappa g/r)=(E-V+2c^2)f$ and $c(-f'+\kappa f/r)=(E-V)g$, which are the two field equations of Entry 3 with the phase of $\chi$ absorbed. Try $g=r^\gamma e^{-Zr}$, $f=\beta g$, $\kappa=-1$. The $1/r$ terms require $c(\gamma-1)=\beta Z$ and $-c\beta(\gamma+1)=Z$, so $\gamma^2=1-\epsilon Z^2$. The constant term of the second equation gives $E=c\beta Z=c^2(\gamma-1)$, and that of the first, $-cZ=\beta(E+2c^2)=c^3(\gamma^2-1)/Z$, then holds. Expanding, $E=-Z^2/2-\epsilon Z^4/8-\epsilon^2Z^6/16-\dots$, which confirms $-Z^4/8$.

\paragraph{Numbers for $Z=10$.} Coefficients of $\epsilon$ in $E_h$, from exact integrals:
\begin{center}
\begin{tabular}{lrrrr}
state & $p^4$ & Darwin & spin-orbit & A $=$ B\\
$1s$ & $-6250.000$ & $5000.000$ & $0$ & $-1250.000$\\
$2s$ & $-1015.625$ & $625.000$ & $0$ & $-390.625$\\
$2p_{1/2}$ & $-182.292$ & $0$ & $-208.333$ & $-390.625$\\
$2p_{3/2}$ & $-182.292$ & $0$ & $104.167$ & $-78.125$
\end{tabular}
\end{center}
The program tests, in rational arithmetic, that A equals B, that both equal the order-$\epsilon$ coefficient of the Sommerfeld formula (used as a benchmark), and that global equals local. The global form gives $-2500+7500=5000$ for $1s$ and $-468.750+1093.750=625.000$ for $2s$. For $2p$ it gives $-260.417+260.417=0$: two nonzero pieces cancel where the local form vanishes because $\phi_0(0)=0$. The $1s$ Darwin shift is $5000\times5.325135\times10^{-5}=0.26626\,E_h$, and the total is $-1250\times5.325135\times10^{-5}=-0.066564\,E_h=-1.8113$ eV. The full Dirac shift is $-0.066742\,E_h$. The difference is $0.27\%$ of the first-order shift, which is the ratio $\epsilon Z^2/2$ of the next term of the expansion above.

\paragraph{An approximate state.} The variationally best single Gaussian $e^{-ar^2}$ has $a=28.2942$ bohr$^{-2}$ and $E=-42.4413\,E_h$. With this $E$ in $U_G$, the local coefficient is $1200.84\,E_h$ and the global one $2656.73\,E_h$. Their difference, $-1455.89\,E_h$, is tested against $\langle\{V/4,E-H_0\}\rangle$ computed directly, as \eqref{LG} demands. Relative to the exact $5000\,E_h$ the local value is low by $76\%$ and the global by $47\%$. This is one trial function; that the global form is generally closer for variationally optimized functions without a nuclear cusp is a conjecture here. The restriction matters: the local value of a single Gaussian grows as $a^{3/2}$ and passes through the exact one at about $2.6$ times the optimal exponent. What is established is that the disagreement of the two forms equals a weighted residual of the Schr\"odinger equation.

\paragraph{Failure at second order.} $S=1-\epsilon Z/2r$ changes sign at $r=\epsilon Z/2$, so the exact map of Entry 4 does not exist, and $\langle|\nabla V|^2\rangle=Z^2\langle r^{-4}\rangle$ diverges for $s$ states. Regulate with $V_s=-Z/\sqrt{r^2+s^2}$, for which $|\nabla V_s|^2=Z^2r^2/(r^2+s^2)^3$, and average over the point-Coulomb $1s$ density. With $r=st$,
\begin{equation}
\langle|\nabla V_s|^2\rangle=\frac{4Z^5}{s}\int_0^\infty\frac{t^4e^{-2Zst}}{(1+t^2)^3}dt\;\to\;\frac{3\pi Z^5}{4s},
\end{equation}
since $t=\tan\theta$ turns the integral at $s=0$ into $\int_0^{\pi/2}\sin^4\theta\,d\theta=3\pi/16$. The next term, $-2Zst$ times an integrand falling as $t^{-2}$, is logarithmic up to $t\sim1/Zs$, a relative correction of order $Zs\ln(1/Zs)$. Quadrature gives $2.3091\times10^9$ a.u.\ at $s=10^{-4}$ bohr and $2.3496\times10^{10}$ a.u.\ at $s=10^{-5}$ bohr, or $0.9800$ and $0.9972$ of the asymptote. The other term of \eqref{GL} also diverges and does not cancel this one. With $\rho=|\phi_0|^2$, integration by parts gives $\langle V_s\nabla^2V_s\rangle=-\langle|\nabla V_s|^2\rangle-\int V_s\nabla V_s\cdot\nabla\rho\,d^3r$. Since $\nabla\rho=-2Z\rho\,\hat{\mathbf r}$ and $V_sV_s'=-Z^2r/(r^2+s^2)^2$, the last integral grows only as $\ln(1/Zs)$. The bracket of \eqref{GL} therefore tends to $(-\tfrac1{32}+\tfrac1{16})\,3\pi Z^5/4s=+3\pi Z^5/128s$. This $1/s$ term belongs to the local form. Near the nucleus its first-order wave function obeys $-\tfrac12\nabla^2\psi_1\approx-\tfrac18(\nabla^2V_s)\,\phi_0(0)$, so $\psi_1\approx V_s\phi_0(0)/4$, and its second-order sum over $U$ tends to $\tfrac1{32}\langle V_s\nabla^2V_s\rangle\to-3\pi Z^5/128s$. Adding the bracket cancels this, so the $\epsilon^2$ coefficient of the global form has no $1/s$ term. At order $\epsilon^2$ the two forms can be compared only with a regulator in place, the same one for both. The exact map then needs $S(0)=1-\epsilon Z/2s>0$, that is $s>\epsilon Z/2=2.66\times10^{-4}$ bohr for $Z=10$. The two values of $s$ above lie below this bound and serve only to display the growth of the $\epsilon^2$ coefficient.

\section{Entry 6: a smooth well, through second order}

The model $V=-V_0e^{-r^2}$ with $V_0=20\,E_h$ and $r$ in bohr is bounded and far above $-2c^2$, so $S=1+\epsilon V/2>0$, the exact map of Entry 4 exists, and the second-order coefficients are finite. The program uses 120 spherical Bessel functions in a box of 10 bohr and solves $K\psi=ES\psi$ for A, G and the pure operator $W+\epsilon\{V/4,W\}$, and ordinary eigenproblems for B, L and the Dirac Hamiltonian. Form B has no lower bound, since $-\epsilon p^4/8$ overtakes $p^2/2$ at $p=2c\approx274$; the basis ends near $p=120\pi/10\approx38$, so its lowest state is the perturbed bound state. A coefficient is extracted from a diagonalization by dividing the energy difference by $\epsilon$ or $\epsilon^2$ to get $g(\epsilon)$ and forming $2g(\epsilon/2)-g(\epsilon)$, which cancels the term of $g$ linear in $\epsilon$.

\paragraph{First order, $s_{1/2}$.} Here $E_0=-11.485225\,E_h$, $\langle p^2\rangle=7.504120$, $\langle V\rangle=-15.237285$, $\langle V^2\rangle=242.96750$ and $\langle\mathbf p\cdot V\mathbf p\rangle/4=-24.429992$. For $\kappa=-1$ the two radial integrals of Entry 3 coincide. In $E_h$,
\begin{align}
\text{G: }&-24.42999-\tfrac12(175.00365-242.96750)=9.55193,\\
\text{A: }&-\tfrac14(-11.485225)(7.504120)-24.42999=-2.88337,\\
\text{B: }&-12.43530+9.55193=-2.88337 .
\end{align}
The local Darwin value is $9.551934$, and the diagonalized Dirac Hamiltonian gives $-2.88337$. The shift is $\epsilon\langle U_B\rangle=-1.5354\times10^{-4}\,E_h=-4.178$ meV. For $p_{1/2}$ and $p_{3/2}$ the common coefficients of A, B and Dirac are $-28.0482$ and $-10.0721\,E_h$, or $-40.64$ and $-14.59$ meV. The tests require A $=$ B and G $=$ L within $10^{-8}E_h$ and Dirac $=$ B within $10^{-3}E_h$, all in the coefficient. The Darwin term of the $p$ states, $6.267546\,E_h$, is not zero, because $\nabla^2V$ is extended. The $p_{1/2}$ spin-orbit coefficient equals $\langle V\rangle=-11.984037$; this is special to the Gaussian, where $V'/r=-2V$ makes the operator $(\kappa+1)V/2$, which is $V$ for $\kappa=1$ and $-V/2$ ($5.992019$) for $\kappa=-2$.

\paragraph{Second order.} Coefficients of $\epsilon^2$ in $E_h$; the predictions from \eqref{H2}, \eqref{GL} and \eqref{grad} and the diagonalizations agree in all digits shown, and the test tolerance is $10^{-3}$ of the prediction plus $10^{-3}E_h$.
\begin{center}
\begin{tabular}{lrrr}
state & A $-$ B & G $-$ L & pure\\
$s_{1/2}$ & $30.979$ & $72.066$ & $-6.349$\\
$p_{1/2}$ & $134.637$ & $37.111$ & $-7.464$\\
$p_{3/2}$ & $74.439$ & $37.111$ & $-7.464$
\end{tabular}
\end{center}
With $\epsilon^2=2.8357\times10^{-9}$, the $s_{1/2}$ prediction for G $-$ L is $72.066\,\epsilon^2=2.044\times10^{-7}E_h$, and the diagonalized shifts give $(5.088542-5.086498)\times10^{-4}=2.044\times10^{-7}E_h$, about $4\times10^{-4}$ of the Darwin shift. For A $-$ B, $30.979\,\epsilon^2=8.78\times10^{-8}E_h$ compares with $(1.536622-1.535743)\times10^{-4}=8.79\times10^{-8}E_h$. The pure operator moves the level by $-1.802\times10^{-8}E_h$ against $-6.349\,\epsilon^2=-1.800\times10^{-8}E_h$; the extrapolated coefficient matches, which assigns the remainder to higher order. The Dirac shift, $-1.535353\times10^{-4}E_h$, lies $3.9\times10^{-8}E_h$ above A and $1.27\times10^{-7}E_h$ above B, so neither truncation is Dirac at this level.

\paragraph{Wave functions.} For $s_{1/2}$ the distance $\|\psi_A-\phi_B\|$ is $6.642\times10^{-5}$, tested to equal $\epsilon\|O\phi_0\|$ within $1\%$. After the map, $\|\psi_A-(1-\epsilon O)\phi_B\|=2.920\times10^{-8}$, tested to fall by a factor $4.0\pm0.1$ when $\epsilon$ is halved, so the remainder is of second order. The norm deficit $1-\langle\psi_A|\psi_A\rangle=9.990\times10^{-5}$ and the Dirac small-component weight $9.989\times10^{-5}$ are both tested against $\epsilon\langle p^2\rangle/4=5.325135\times10^{-5}\times7.504120/4=9.990\times10^{-5}$. The energies of A and B differ by less than $10^{-7}E_h$ for this state while their wave functions differ at order $\epsilon$, so a transition amplitude or expectation value computed with $\psi_A$ needs the norm $\langle\psi|S|\psi\rangle$ and a probe in the matching form. For a function $F(\mathbf r)$ that acts on all Dirac components, the lower ones, $\chi=\boldsymbol\sigma\cdot\mathbf p\,\psi/2c$ at leading order, contribute as well, and the operator to use with $\psi_A$ is $F+\tfrac{\epsilon}{4}\,\boldsymbol\sigma\cdot\mathbf p\,F\,\boldsymbol\sigma\cdot\mathbf p$ through order $\epsilon$. For $F=1$ this is $S$.

\section*{Numbers as computed}
\begin{verbatim}
c = 137.035999 au, eps = 5.325135e-05, 1 Eh = 27.211386 eV
Coulomb Z = 10; coefficients of eps in Eh
1s: E0=-50.000 p4=-6250.000 Darwin=5000.000 SO=0.000 A=B=-1250.000
  pVp/4=-2500.000 -V(E-V)/2=7500.000 Darwin shift=0.266257 Eh
  shift=-0.066564 Eh = -1.81130 eV; full Dirac -0.066742 Eh
2s: E0=-12.500 p4=-1015.625 Darwin=625.000 SO=0.000 A=B=-390.625
  pVp/4=-468.750 -V(E-V)/2=1093.750 Darwin shift=0.033282 Eh
  shift=-0.020801 Eh = -0.56603 eV; full Dirac -0.020860 Eh
2p1/2: E0=-12.500 p4=-182.292 Darwin=0.000 SO=-208.333 A=B=-390.625
  pVp/4=-260.417 -V(E-V)/2=260.417 Darwin shift=0.000000 Eh
  shift=-0.020801 Eh = -0.56603 eV; full Dirac -0.020860 Eh
2p3/2: E0=-12.500 p4=-182.292 Darwin=0.000 SO=104.167 A=B=-78.125
  pVp/4=-260.417 -V(E-V)/2=260.417 Darwin shift=0.000000 Eh
  shift=-0.004160 Eh = -0.11321 eV; full Dirac -0.004163 Eh
Gaussian trial: exponent=28.2942 bohr^-2 E=-42.4413 Eh
  Darwin local=1200.84 global=2656.73 <{V/4,E-H0}>=-1455.89 Eh
soft core 1e-04 bohr: <|gradV|^2>=2.3091e+09 au, ratio to asymptote 0.9800
soft core 1e-05 bohr: <|gradV|^2>=2.3496e+10 au, ratio to asymptote 0.9972
Gaussian well V0=20.0 Eh, width 1 bohr, box 10.0 bohr, 120 functions
s1/2: E0=-11.48522511 Eh <p^2>=7.504120 <V>=-15.237285 <V^2>=242.96750 au
  p4=-12.435300 Darwin=9.551934 SO=0.000000 B1=-2.883366 Eh
  A1=-2.883366 Dirac1=-2.88337 pVp/4=-24.429992 G1=9.551934 Eh
  eps*B1=-1.535432e-04 Eh = -4.1781 meV
  E-E0: A=-1.535743e-04 B=-1.536622e-04 Dirac=-1.535353e-04 Eh
  E-E0: G=5.088542e-04 L=5.086498e-04 pureEOM=-1.802e-08 Eh
  eps^2 coeff predicted: A-B=30.979 G-L=72.066 pure=-6.349 Eh
  eps^2 coeff numerical: A-B=30.979 G-L=72.066 pure=-6.349 Eh
  |psiA-phiB|=6.642e-05, after redefinition 2.920e-08
  norm deficit=9.99018e-05 small comp=9.98937e-05 eps<p^2>/4=9.99011e-05
p1/2: E0=-6.54307419 Eh <p^2>=10.881926 <V>=-11.984037 <V^2>=158.67643 au
  p4=-22.331682 Darwin=6.267546 SO=-11.984037 B1=-28.048173 Eh
  A1=-28.048173 Dirac1=-28.04817 pVp/4=-33.864449 G1=6.267546 Eh
  eps*B1=-1.493603e-03 Eh = -40.6430 meV
  E-E0: A=-1.493633e-03 B=-1.494015e-03 Dirac=-1.493185e-03 Eh
  E-E0: G=3.338557e-04 L=3.337505e-04 pureEOM=-2.118e-08 Eh
  eps^2 coeff predicted: A-B=134.637 G-L=37.111 pure=-7.464 Eh
  eps^2 coeff numerical: A-B=134.637 G-L=37.111 pure=-7.464 Eh
  |psiA-phiB|=8.904e-05, after redefinition 8.297e-08
  norm deficit=1.44884e-04 small comp=1.44805e-04 eps<p^2>/4=1.44869e-04
p3/2: E0=-6.54307419 Eh <p^2>=10.881926 <V>=-11.984037 <V^2>=158.67643 au
  p4=-22.331682 Darwin=6.267546 SO=5.992019 B1=-10.072117 Eh
  A1=-10.072117 Dirac1=-10.07212 pVp/4=-33.864449 G1=6.267546 Eh
  eps*B1=-5.363539e-04 Eh = -14.5949 meV
  E-E0: A=-5.364273e-04 B=-5.366386e-04 Dirac=-5.363202e-04 Eh
  E-E0: G=3.338557e-04 L=3.337505e-04 pureEOM=-2.118e-08 Eh
  eps^2 coeff predicted: A-B=74.439 G-L=37.111 pure=-7.464 Eh
  eps^2 coeff numerical: A-B=74.439 G-L=37.111 pure=-7.464 Eh
  |psiA-phiB|=8.902e-05, after redefinition 6.309e-08
  norm deficit=1.44876e-04 small comp=1.44847e-04 eps<p^2>/4=1.44869e-04
\end{verbatim}
